# Zero-current voltage probes on a uniform chain: resistance against length: test program

```python
# Result under test: a uniform chain with a zero-current voltage probe on every
# site has R = R0*(c + N/lam), R0 = h/(2e^2), c close to 1 for weak probes, and
#   1/lam = tanh(kappa)*(1 + sinh(kappa)^2/sin(k)^2).
# N: number of sites; hop: hopping energy; gamma: probe broadening;
# energy: measured from the band bottom; k + i*kappa: complex wavenumber times
# spacing, from energy + i*gamma/2 = 2*hop*(1 - cos(k + i*kappa)).
# Energies are in eV, lengths in nm, resistances in units of R0 until printed.
from functools import lru_cache
import numpy as np
from scipy import constants as sc


def chain(energy, n, gamma, hop, bond=1.0):
    """Transmissions between left lead, n probes, right lead; and G.
    bond: ratio of the left contact hopping to hop."""
    centred = energy - 2 * hop
    q = np.arccos(-(centred + 1e-12j) / (2 * hop))
    sigma = -hop * np.exp(1j * q)
    matrix = np.diag(np.full(n, centred + 0.5j * gamma))
    matrix = matrix + hop * (np.eye(n, k=1) + np.eye(n, k=-1))
    matrix[0, 0] -= bond**2 * sigma
    matrix[-1, -1] -= sigma
    green = np.linalg.inv(matrix)
    sites = np.concatenate(([0], np.arange(n), [n - 1]))
    width = np.concatenate(([-2 * bond**2 * sigma.imag], np.full(n, gamma),
                            [-2 * sigma.imag]))
    trans = np.outer(width, width) * np.abs(green[np.ix_(sites, sites)])**2
    np.fill_diagonal(trans, 0.0)
    return trans, green


def solve_probes(trans):
    """Resistance and probe voltages for V_left = 1, V_right = 0."""
    balance = np.diag(trans.sum(axis=1)) - trans
    volts = np.linalg.solve(balance[1:-1, 1:-1], trans[1:-1, 0])
    return 1 / (trans[-1, 0] + trans[-1, 1:-1] @ volts), volts


def complex_wave(energy, gamma, hop):
    q = np.arccos(-(energy - 2 * hop + 0.5j * gamma) / (2 * hop))
    return q.real, q.imag


def crossover_sites(energy, gamma, hop):
    k, kappa = complex_wave(energy, gamma, hop)
    return 1 / (np.tanh(kappa) * (1 + (np.sinh(kappa) / np.sin(k))**2))


def momentum_integral(energy, gamma, hop):
    k = 2 * np.pi * np.arange(20000) / 20000
    spectral = gamma / ((energy - 2 * hop * (1 - np.cos(k)))**2 + gamma**2 / 4)
    return 0.5 * np.mean((2 * hop * np.sin(k) * spectral)**2)


def long_chain(energy, gamma, hop, bond=1.0):
    """Slope per site and offset from two long chains."""
    n = int(10 / complex_wave(energy, gamma, hop)[1]) + 20
    r1 = solve_probes(chain(energy, n, gamma, hop, bond)[0])[0]
    r2 = solve_probes(chain(energy, n + 100, gamma, hop, bond)[0])[0]
    slope = (r2 - r1) / 100
    return slope, r1 - n * slope


def coherent_disorder(energy, n, hop, backscatter, samples=4000):
    """Mean ln(T) for random site energies and no probes."""
    rng = np.random.default_rng(7)
    k = np.arccos(1 - energy / (2 * hop))
    width = 2 * hop * np.sin(k)
    sigma = -hop * np.exp(1j * k)
    g = np.full(samples, sigma / hop**2)
    log_t = np.full(samples, 2 * np.log(width) + 2 * (n - 1) * np.log(hop))
    for site in range(n):
        onsite = rng.normal(0, width * np.sqrt(backscatter), samples)
        end = sigma if site == n - 1 else 0.0
        g = 1 / (energy - 2 * hop - onsite - hop**2 * g - end)
        log_t += 2 * np.log(np.abs(g))
    return log_t.mean()


# Example inputs: rough In2O3 values and chosen geometry
mass_ratio, mobility, fermi = 0.2, 200.0, 0.2   # m_e, cm^2/Vs, eV
spacing, side, temperature = 0.5, 3.0, 300.0    # nm, nm, K
mass = mass_ratio * sc.m_e
hop = sc.hbar**2 / (2 * mass * (spacing * 1e-9)**2) / sc.e
tau = mobility * 1e-4 * mass / sc.e
gamma = sc.hbar / tau / sc.e
r0 = sc.h / (2 * sc.e**2) / 1e3                 # kOhm
k0 = np.arccos(1 - fermi / (2 * hop))
lead_width = 2 * hop * np.sin(k0)
k, kappa = complex_wave(fermi, gamma, hop)
lam = crossover_sites(fermi, gamma, hop)

# No probes: perfect transmission at every length
for n in (1, 10, 200):
    assert abs(chain(fermi, n, 0.0, hop)[0][0, -1] - 1) < 1e-8

# Unitarity, including reflection back into the left lead
trans, green = chain(fermi, 30, 0.3 * hop, hop)
reflect = abs(-1 + 1j * lead_width * green[0, 0])**2
assert abs(reflect + trans[0].sum() - 1) < 1e-8

# One site against the hand result
one_site = solve_probes(chain(fermi, 1, gamma, hop)[0])[0]
assert abs(one_site - 1 - gamma / (2 * lead_width)) < 1e-9

# Bulk slope: matrix solution, closed formula and momentum quadrature
for e_test, g_test in ((fermi / hop, gamma / hop), (2.0, 0.5),
                       (1.0, 1.5), (0.3, 0.8)):
    slope = long_chain(e_test, g_test, 1.0)[0]
    closed = crossover_sites(e_test, g_test, 1.0)
    assert abs(slope * closed - 1) < 1e-6
    assert abs(momentum_integral(e_test, g_test, 1.0) / closed - 1) < 1e-8
strong_slope = long_chain(1.0, 1.5, 1.0)[0]
strong_classical = np.tanh(complex_wave(1.0, 1.5, 1.0)[1])
strong_weak = 1.5 / (4 * np.sin(np.arccos(0.5)))
assert strong_slope > 1.05 * strong_classical

slope, offset = long_chain(fermi, gamma, hop)
assert abs(offset - 1) < 0.03


@lru_cache(maxsize=None)
def example(n):
    trans = chain(fermi, n, gamma, hop)[0]
    resistance, volts = solve_probes(trans)
    return resistance, trans[0, -1], volts


# Exponential loss of the directly transmitted part
decay = np.log(example(400)[1] / example(800)[1]) / 400
assert abs(decay / (2 * kappa) - 1) < 1e-5

# Voltage profile: bulk gradient and extrapolated drop at the left end
r_long, _, volts = example(800)
gradient = volts[399] - volts[400]
assert abs(gradient * r_long * lam - 1) < 1e-3
mid_voltage = 0.5 * (volts[399] + volts[400])
end_drop = (1 - mid_voltage - 400 * gradient) * r_long
assert abs(end_drop - 0.5) < 0.02

# Crossover table; log slope is the secant between N/2 and 2N
n_cross = 2 * int(round(lam / 2))
table = []
for n in (2, 4, 10, 20, n_cross, 100, 200, 400):
    resistance, direct, _ = example(n)
    log_slope = np.log(example(2 * n)[0] / example(n // 2)[0]) / np.log(4)
    assert abs(resistance / (1 + n / lam) - 1) < 0.01
    table.append((n, resistance, 1 + n / lam, log_slope, direct * resistance))
log_slopes = {row[0]: row[3] for row in table}
assert log_slopes[4] < 0.1 and log_slopes[400] > 0.85
assert abs(log_slopes[n_cross] - 0.5) < 0.02

# A weak left contact changes the offset, not the slope
weak_slope, weak_offset = long_chain(fermi, gamma, hop, bond=0.5)
contact_t = chain(fermi, 1, 0.0, hop, bond=0.5)[0][0, -1]
assert abs(weak_slope / slope - 1) < 1e-6
assert abs(weak_offset * contact_t - 1) < 0.15

# Finite temperature at 100 nm: probes balanced in total or at each energy
n_wire = int(round(100 / spacing))
kt = sc.k * temperature / sc.e
energies = np.linspace(fermi - 12 * kt, fermi + 12 * kt, 161)
weights = 1 / np.cosh((energies - fermi) / (2 * kt))**2
weights /= weights.sum()
mean_trans = np.zeros((n_wire + 2, n_wire + 2))
elastic_conductance = 0.0
for energy, weight in zip(energies, weights):
    trans = chain(energy, n_wire, gamma, hop)[0]
    mean_trans += weight * trans
    if energy > 1e-9:
        elastic_conductance += weight / solve_probes(trans)[0]
r_exchange = solve_probes(mean_trans)[0]
r_elastic = 1 / elastic_conductance
assert r_exchange <= r_elastic * (1 + 1e-9)

# Coherent disorder: weak-scattering law, then the example's own strength
weak_log = coherent_disorder(fermi, 800, hop, 1 / 400)
assert abs(weak_log / (-800 / 400) - 1) < 0.08
wire_log = coherent_disorder(fermi, n_wire, hop, 1 / lam)
r_coherent = np.exp(-wire_log)
assert r_coherent > 2 * example(n_wire)[0]

# Other neglected effects
subband_gap = 3 * sc.hbar**2 * np.pi**2 / (2 * mass * (side * 1e-9)**2) / sc.e
occupation = 1 / (np.exp((subband_gap - fermi) / kt) + 1)
line_density = 2 * k0 / (np.pi * spacing)
permittivity = 20.0
gate_field = (line_density * 1e9 * sc.e / (4 * side * 1e-9)
              / (permittivity * sc.epsilon_0)) / 1e8
fine_length = crossover_sites(fermi, gamma, 4 * hop) * spacing / 2
heavy_length = crossover_sites(fermi, gamma / 1.1, hop / 1.1) * spacing
bias = 0.01

print(f"mass {mass_ratio} m_e; mobility {mobility:.0f} cm2/Vs (rough)")
print(f"Fermi energy {fermi} eV; spacing {spacing} nm; side {side} nm")
print(f"hopping t = {hop:.4f} eV; tau = {tau*1e15:.2f} fs")
print(f"probe broadening gamma = {gamma:.5f} eV")
print(f"lead k0 = {k0:.5f} rad/site; Gamma = {lead_width:.4f} eV")
print(f"complex wave: k = {k:.5f}, kappa = {kappa:.6f} per site")
print(f"R0 = h/(2e^2) = {r0:.4f} kOhm")
print(f"one site: R/R0 = {one_site:.6f}")
print(f"lambda = {lam:.3f} sites = {lam*spacing:.3f} nm")
print(f"weak-probe lambda = {2*lead_width/gamma:.3f} sites")
print(f"fitted slope: 1/slope = {1/slope:.3f} sites")
print(f"offset c = {offset:.6f}; end drop = {end_drop:.5f} I*R0")
print(f"resistance per length = {r0*slope/spacing:.4f} kOhm/nm")
print(f"direct transmission decay = {decay:.6f} per site")
print("N, L(nm), R(kOhm), R0(1+N/lam)(kOhm), log slope, direct share")
for n, res, law, log_slope, share in table:
    print(f"{n:4d} {n*spacing:6.1f} {res*r0:9.3f} {law*r0:9.3f} "
          f"{log_slope:6.3f} {share:9.2e}")
print("strong probes, E = t, gamma = 1.5 t, slope per site (units R0):")
print(f"  matrix {strong_slope:.5f}; classical tanh {strong_classical:.5f}; "
      f"weak {strong_weak:.5f}")
print(f"weak contact (bond 0.5 t): T = {contact_t:.4f}, "
      f"1/T = {1/contact_t:.4f}")
print(f"  offset = {weak_offset:.4f} R0 = {weak_offset*r0:.2f} kOhm")
print(f"100 nm wire, zero temperature: {example(n_wire)[0]*r0:.3f} kOhm")
print(f"  {temperature:.0f} K, energy exchanged: {r_exchange*r0:.3f} kOhm")
print(f"  {temperature:.0f} K, energy conserved: {r_elastic*r0:.3f} kOhm")
print(f"  coherent disorder, typical: {r_coherent*r0:.1f} kOhm")
print(f"  current at {bias*1e3:.0f} mV, zero temperature: "
      f"{bias/(example(n_wire)[0]*r0*1e3)*1e9:.1f} nA")
print(f"weak disorder test: <ln T> = {weak_log:.3f}, law {-800/400:.3f}")
print(f"kT = {kt:.5f} eV; next subband {subband_gap:.3f} eV above first")
print(f"occupation at next subband bottom = {occupation:.1e}")
print(f"line density = {line_density:.3f} per nm")
print(f"gate field (permittivity {permittivity:.0f}) = "
      f"{gate_field:.3f} MV/cm")
print(f"crossover length, half spacing: {fine_length:.3f} nm")
print(f"crossover length, mass +10%: {heavy_length:.3f} nm")
print("verified")
```

Printed output:

```
mass 0.2 m_e; mobility 200 cm2/Vs (rough)
Fermi energy 0.2 eV; spacing 0.5 nm; side 3.0 nm
hopping t = 0.7620 eV; tau = 22.74 fs
probe broadening gamma = 0.02894 eV
lead k0 = 0.51809 rad/site; Gamma = 0.7547 eV
complex wave: k = 0.51841, kappa = 0.019162 per site
R0 = h/(2e^2) = 12.9064 kOhm
one site: R/R0 = 1.019174
lambda = 52.115 sites = 26.057 nm
weak-probe lambda = 52.154 sites
fitted slope: 1/slope = 52.115 sites
offset c = 1.000091; end drop = 0.50005 I*R0
resistance per length = 0.4953 kOhm/nm
direct transmission decay = 0.038324 per site
N, L(nm), R(kOhm), R0(1+N/lam)(kOhm), log slope, direct share
   2    1.0    13.401    13.402  0.040  9.63e-01
   4    2.0    13.897    13.897  0.076  9.25e-01
  10    5.0    15.383    15.383  0.168  8.13e-01
  20   10.0    17.860    17.859  0.284  6.43e-01
  52   26.0    25.784    25.784  0.499  2.73e-01
 100   50.0    37.672    37.672  0.652  6.33e-02
 200  100.0    62.438    62.437  0.786  2.27e-03
 400  200.0   111.969   111.967  0.878  1.91e-06
strong probes, E = t, gamma = 1.5 t, slope per site (units R0):
  matrix 0.47734; classical tanh 0.38917; weak 0.43301
weak contact (bond 0.5 t): T = 0.3036, 1/T = 3.2936
  offset = 3.4522 R0 = 44.55 kOhm
100 nm wire, zero temperature: 62.438 kOhm
  300 K, energy exchanged: 62.963 kOhm
  300 K, energy conserved: 63.018 kOhm
  coherent disorder, typical: 591.8 kOhm
  current at 10 mV, zero temperature: 160.2 nA
weak disorder test: <ln T> = -1.960, law -2.000
kT = 0.02585 eV; next subband 0.627 eV above first
occupation at next subband bottom = 6.8e-08
line density = 0.660 per nm
gate field (permittivity 20) = 0.497 MV/cm
crossover length, half spacing: 26.737 nm
crossover length, mass +10%: 27.236 nm
verified
```
